# Exterior complex scaling on a grid: outgoing waves and laser gauges, part 2

A laser pulse drives an electron out of an atom, in one dimension and atomic units. Exterior complex scaling makes the escaping wave die out in a layer beyond $R_0$ by evaluating the wavefunction $\psi$ on the contour

$$R(x)=\begin{cases}x, & |x|\le R_0,\\ \pm\left[R_0+a\,e^{i\theta}\right], & |x|>R_0,\end{cases}\qquad a=|x|-R_0,$$

with $0<\theta<\pi/2$ and the upper sign on the right. The scaled wavefunction is $\varphi(x,t)=\psi(R(x),t)$. The layer is infinitely deep unless a length $L$ is named; the grid step is $h$. The potential $V$ and initial state $\psi_0$ are smooth and vanish outside a closed interval strictly within $|x|<R_0$.

**Lemma 1.** If $\psi$ and $d\psi/dR$ are continuous along the contour, then

$$\varphi(R_0^+)=\varphi(R_0^-),\qquad \varphi'(R_0^+)=e^{i\theta}\varphi'(R_0^-).$$

Two parts of the theorem remain to be proved:

3. In velocity gauge, a wavefunction that starts near the atom continues to the contour and falls off in the layer like a Gaussian in $a$.
4. In length gauge, the propagator from time $t'$ to $t$ on the field-driven contour with $V=0$ is unbounded whenever $A(t)\neq A(t')$.

The vector potential $A(t)$ is bounded, $E(t)=-dA/dt$, $p=-i\,d/dx$, and

$$H_V=\tfrac12(p+A)^2+V,\qquad H_L=\tfrac12p^2+V+xE .$$

**Lemma 6.** If $\psi_V$ solves the velocity-gauge equation, then $\psi_L=e^{iAx}\psi_V$ solves the length-gauge equation.

For $V=0$, a velocity-gauge plane wave $e^{ikx}$ (Volkov wave) has kinetic momentum $k+A(t)$; if outgoing ($k>0$ on the right), its modulus in the layer is $e^{-ka\sin\theta}$. With $\tau=t-t'$ and $\alpha=\int_{t'}^tA\,dt''$, the propagator, analytic in $X$ for $\tau>0$, is

$$K_V(X,y)=\frac1{\sqrt{2\pi i\tau}}\exp\left[\frac{i(X-y-\alpha)^2}{2\tau}-\frac i2\int_{t'}^tA^2dt''\right].$$

The closing numerical output also quotes reflection amplitudes: the end-wall law $|r|=e^{-2kL\sin\theta}$, the corner law $|r|\approx k^2h^2\sin\theta/8$, and $\tan(\theta/2)$ if the slope jump is omitted.

**Lemma 7.** Let $X=R_0+ae^{i\theta}$ and let the source point $y$ lie a distance $b=R_0-y>0$ inside the right corner. Then

$$|K_V|=\frac1{\sqrt{2\pi\tau}}\exp\left[-\frac{a^2\sin2\theta+2a(b-\alpha)\sin\theta}{2\tau}\right].$$

*Proof.* We have $X-y-\alpha=(b-\alpha)+ae^{i\theta}$. Its square has imaginary part $2a(b-\alpha)\sin\theta+a^2\sin2\theta$. The factor $i/(2\tau)$ turns this into the real exponent shown, with a minus sign. ∎

Without a field, $\alpha=0$ and both terms damp. With a field that has pushed the packet outward by $\alpha>b$, the exponent is positive at small depth. Write $c=\alpha-b$. The maximum over $a$ is at $a=c\sin\theta/\sin2\theta$, where the exponent equals

$$\frac{c^2\sin^2\theta}{2\tau\sin2\theta}=\frac{c^2\tan\theta}{4\tau}.$$

If $|A|\le A_m$, then $c\le A_m\tau$, so the exponential is at most $e^{A_m^2\tau\tan\theta/4}$. This bound does not contain the depth, and at large $a$ the Gaussian factor wins.

**Proof of part 3 of the theorem.** The solution with a potential obeys

$$\psi(X,t)=\int K_V(X,y;t,0)\,\psi_0(y)\,dy-i\int_0^tdt'\int K_V(X,y;t,t')\,V(y,t')\,\psi(y,t')\,dy .$$

To check this, apply $i\partial_t$. The upper limit of the time integral gives $V\psi$, and the rest gives the field-driven free Hamiltonian acting on $\psi$. Both sources lie within $|y|<R_0$. Let $X$ move from the real axis into the sector $X=R_0+ae^{i\vartheta}$ with $0\le\vartheta\le\theta$. Lemma 7 holds with $\vartheta$ in place of $\theta$, so $|K_V|$ is at most a constant times $\tau^{-1/2}$, which is integrable at $\tau=0$. The integrals therefore define a function that is analytic inside the sector and continuous up to its edges.

For derivatives, use $\partial_XK_V=-\partial_yK_V$ and integrate by parts. The smooth sources vanish near $|y|=R_0$, so no boundary terms appear, and the same bound applies. Hence $d\psi/dX$ is continuous up to the corner, as Lemma 1 requires. For $a>0$ and $\vartheta>0$ the kernel vanishes as $\tau\to0$, so the upper limit contributes nothing and $\psi$ obeys the equation with $V=0$ there. The Gaussian fall-off follows from Lemma 7, since $\alpha$ and $\tau$ are bounded over a finite time. The left side follows by reflection, $x\to-x$ and $A\to-A$. ∎

A packet $\psi_0=\pi^{-1/4}e^{-x^2/2}$ illustrates this. It starts at the origin with $V=0$, in the pulse used below, with $R_0=10$ bohr and $\theta=30^\circ$. At $t=20.11$ the field has shifted it by $\alpha=1.348$ bohr. At depth $a=10$ bohr on the right, a source at $y=0$ has $b-\alpha=8.652$ bohr, and Lemma 7 gives the damping exponent

$$\frac{100\times0.8660+20\times8.652\times0.5}{2\times20.11}=\frac{86.60+86.52}{40.22}=4.304,$$

a factor $e^{-4.304}=0.0135$. The scaled wavefunction there is $1.62\times10^{-3}$, and the unscaled one at the same real coordinate is $0.109$, so their ratio is $0.0148$. The remaining difference arises because the packet has a width and is not a single source point. Within the whole layer the grid differs from the continued exact packet by at most $1.8\times10^{-4}$, compared with a largest value of $0.149$.

### Velocity gauge: the norm in the depth of the layer

Consider a disturbance deep in the layer, away from corner and wall, and split it into waves $e^{iqx}$ with real $q$. There $p$ becomes $e^{-i\theta}q$, and the Hamiltonian becomes $\frac12e^{-2i\theta}q^2+Ae^{-i\theta}q+\frac12A^2$. The logarithm of the modulus changes at the rate given by its imaginary part,

$$-\tfrac12q^2\sin2\theta-Aq\sin\theta\le\frac{A^2\sin^2\theta}{2\sin2\theta}=\frac{A^2\tan\theta}4 .$$

The maximum is reached at $q=-A\sin\theta/\sin2\theta$. The depth does not enter, because the coupling $A\,d/dR$ looks the same everywhere in the layer. This estimate leaves out the corner. The full norm, with corner and walls, is examined numerically below.

### Length gauge: no bound on the propagator

In length gauge the term $xE$ becomes $R(x)E$, whose imaginary part is $+Ea\sin\theta$ on the right and $-Ea\sin\theta$ on the left. A positive imaginary part of the Hamiltonian means growth. For either sign of $E$ one side amplifies, and the rate increases with depth.

The effect on a Volkov wave has a direct meaning. Multiplication by $e^{iAR}$ changes its modulus on the right to $e^{-(k+A)a\sin\theta}$. Length gauge displays the kinetic momentum, and the layer treats that momentum as the direction of travel. When the field turns the electron around so that $k+A<0$, an outgoing wave looks like an incoming one, and its modulus grows with depth. On the left an outgoing wave $e^{-ikx}$ has modulus $e^{-(k-A)a\sin\theta}$, which grows when $A>k$.

**Proof of part 4 of the theorem.** Let $V=0$ and $\Delta A=A(t)-A(t')$. Consider a source inside the right layer. The velocity-gauge propagator on the contour is

$$(U_Vf)(x)=\int K_V(R(x),R(y))\,f(y)\,e^{i\theta}\,dy .$$

As a function of $R(x)$ the right side is analytic for $\tau>0$, so it obeys the scaled equation and the jump. It also has the correct initial value. As $\tau\to0$ the kernel contracts to the point $y=x$, and the Gaussian integral

$$\frac{e^{i\theta}}{\sqrt{2\pi i\tau}}\int_{-\infty}^\infty\exp\left(\frac{ie^{2i\theta}u^2}{2\tau}\right)du=\frac{e^{i\theta}}{\sqrt{2\pi i\tau}}\sqrt{2\pi i\tau}\,e^{-i\theta}=1$$

fixes its weight. It converges because $\sin2\theta>0$.

By Lemma 6 the length-gauge propagator is $U_L=e^{iA(t)R}\,U_V\,e^{-iA(t')R}$. Take a fixed smooth packet $g$ located between depths $0$ and $1$, and move it deeper by $s$, so that $g_s(y)=g(y-s)$. In the layer $R(x+s)=R(x)+se^{i\theta}$. The kernel $K_V$ depends on the difference $R(x)-R(y)$ alone and is unchanged when both points move. The two gauge factors do change, and for $x>R_0$

$$(U_Lg_s)(x+s)=e^{i\Delta A\,s\,e^{i\theta}}\,(U_Lg)(x).$$

The modulus of the factor is $e^{-\Delta A\,s\sin\theta}$. The function $U_Lg$ is not zero throughout the layer: apart from the factor $e^{iA(t)R}$, which has no zeros, it is $U_V$ acting on $e^{-iA(t')R}g$. Along the straight line containing the right layer this is a convolution of $e^{-iA(t')R}g$ with a Gaussian, whose Fourier transform has no zeros. It is therefore not identically zero on that line, and an analytic function that vanished on part of the line would vanish on all of it. For $\Delta A<0$ the result grows without limit as $s\to\infty$, while the norm of $g_s$ stays fixed. For $\Delta A>0$ the left layer does the same. Hence $U_L$ has no bound. ∎

In a layer of finite length both gauges are bounded. Multiplication by $e^{iAR}$ keeps a zero at the wall, so the gauges remain equivalent in exact arithmetic before discretization. If $A(t')=0$, then $\|U_L\|\le e^{|A(t)|L\sin\theta}\|U_V\|$. The bound is finite but exponential in the layer length.

This was tested on a small grid with a constant field that changes $A$ by one unit, for $\theta=30^\circ$. For layers of $15$ and $30$ bohr the length-gauge norms are $412$ and $7.45\times10^5$. Their logarithm grows by

$$\frac{\ln(7.45\times10^5/412)}{15}=0.500$$

per bohr, which is $|\Delta A|\sin\theta$. Both norms lie below the gauge estimates $e^{7.5}\approx1.8\times10^3$ and $e^{15}\approx3.3\times10^6$ multiplied by the velocity norm. The velocity-gauge norms are $1.06$ and $1.07$. Over this short time of $2$ atomic units they hardly change with the layer length, although corner and walls are now included. Over longer times the velocity-gauge norm can grow as well. The estimate for the depth of the layer then allows a factor $\exp\left(\frac14\tan\theta\int A^2dt\right)$, which depends on the pulse but not on the layer length.

**Remark: what grows and what does not.** The unbounded growth belongs to disturbances placed deep in the layer. A wave that comes from the inner region behaves differently. Its source factor $e^{-iA(t')y}$ is a phase because $y$ is real. On the right, the modulus of the length-gauge kernel has the exponent

$$-\frac{a^2\sin2\theta}{2\tau}+\frac{a\sin\theta}\tau\left[\alpha-b-A(t)\tau\right].$$

The Gaussian term still wins at large $a$. The wanted solution can therefore remain moderate while the propagator that carries its errors is enormous. The argument concerns propagation in time. It says nothing against finding resonance energies in a static field from a scaled length-gauge Hamiltonian.

### An ionized model atom

The model potential is $-e^{-x^2}$, set to zero beyond $R_0=10$ bohr, where it is negligible. On the grid with $h=0.1$ bohr its ground state lies at $-0.4776$ hartree. The converged value is $-0.4774$ hartree, or $-13.0$ eV. The scaled and unscaled grids agree on this energy to $6\times10^{-12}$ hartree. The pulse is

$$A(t)=A_0\sin^2(\pi t/T)\sin(\omega t),\qquad A_0=1,\quad\omega=0.5,\quad T=50.27,$$

which contains four cycles. The layer has $L=60$ bohr, $\theta=30^\circ$ and $h=0.1$ bohr, and time advances by the Crank–Nicolson method. The reference is a much larger unscaled box, treated in the same gauge. At the end $A(T)=0$, so the wavefunctions of the two gauges should agree. Their inner parts in the large box differ by $1.8\times10^{-3}$, because the finite steps in space and time affect the two gauges differently. Each scaled run is therefore compared with a reference in its own gauge.

Ionization is strong: a probability of about $0.956$ lies outside $R_0$ after the pulse ($0.9559$ on this grid, $0.9565$ when converged in the steps). The norm of the part left inside is $\sqrt{1-0.956}=0.21$. Errors below are norms of the difference from the reference within $|x|\le R_0$, while the full initial wavefunction has norm one.

In velocity gauge the error is $2.2\times10^{-4}$, about $0.1$ percent of the part left inside. This measures the layer alone. The error of the finite steps, which run and reference share, is about ten times larger, near $2.7\times10^{-3}$. In length gauge it is $3.4\times10^{-4}$, and the norm on the grid never rises noticeably above one. Here, then, length gauge works. This agrees with the formal equivalence on a finite layer and with the remark above.

The next comparison changes one thing. After each time step a random error is added, with norm $10^{-10}$ of the total norm and spread over all nodes. This is a deliberately severe test, because the error reaches the far end of the layer at full strength. A solver that controls only the norm of the whole vector permits such an error but need not produce it. In velocity gauge the inner error remains $2.2\times10^{-4}$. In length gauge it becomes $3\times10^{18}$, and the peak norm is $2\times10^{28}$.

The theorem accounts for the mechanism. Near the middle of the pulse $A$ swings between about $-0.96$ and $+0.96$, so $|\Delta A|\approx1.92$. At the far end of the layer the gauge factor for such a half cycle is

$$e^{1.92\times60\times0.5}=e^{57.6}\approx10^{25}.$$

An error of $10^{-10}$ can thus grow to at most about $10^{15}$ in one half cycle, and spreading and the wall reduce this. The observed peak is larger because the errors compound over several half cycles. Once the total norm consists of amplified error, each new error is proportional to that enlarged norm. When $A$ swings back, the part of the new error that lies in the opposite layer is amplified in turn. The new errors fall on the inner nodes too. At the peak, one step adds an error of norm $10^{-10}\times2\times10^{28}=2\times10^{18}$ over the whole grid, the same order as the inner error found at the end. This feedback is essential. If the added error has the fixed norm $10^{-10}$ instead, the norm peaks near $4\times10^{10}$ and falls back below one as $A$ returns to zero. The inner error then stays at $3.4\times10^{-4}$.

Ordinary rounding did not cause this breakdown in the run without added errors. Rounding is too small for it. Even an error of $10^{-16}$ of the total norm, spread over all nodes, leaves the inner error at $3.4\times10^{-4}$, although it drives the peak norm to about $3\times10^{7}$. That the norm stayed at one suggests that the tridiagonal solver makes errors relative to nearby values, which are tiny deep in the layer. A random relative error of $10^{-10}$ at each node likewise changes neither number. The outcome in length gauge thus depends on how much error arises deep in the layer and on whether later errors scale with the amplified norm and so reach the inner nodes. Through the gauge factor it also depends on the pulse strength and the layer length. In velocity gauge the same layer tolerated both kinds of error. The values of the main runs are collected in the numerical output.

## Numbers as computed

```
theta = 30.0 deg, R0 = 10.0 bohr, L = 60.0 bohr, h = 0.10 bohr
slope ratio at R0, grid  : 0.8614 +0.5026 i
slope ratio exp(i theta) : 0.8660 +0.5000 i
k = 0.5: decay rate grid 0.2501, k sin(theta) 0.2500 1/bohr
k = 1.0: decay rate grid 0.5004, k sin(theta) 0.5000 1/bohr
k = 2.0: decay rate grid 1.0033, k sin(theta) 1.0000 1/bohr
k = 0.05: |r| grid 4.979e-02, end-wall law 4.979e-02
k = 0.10: |r| grid 2.481e-03, end-wall law 2.479e-03
k = 1.0, h = 0.10: |r| grid 6.262e-04, corner law 6.250e-04
k = 2.0, h = 0.10: |r| grid 2.519e-03, corner law 2.500e-03
k = 2.0, h = 0.05: |r| grid 6.262e-04, corner law 6.250e-04
k = 0.5, no slope jump: |r| grid 0.2678, tan(theta/2) 0.2679
k = 2.0, no slope jump: |r| grid 0.2656, tan(theta/2) 0.2679
largest Im(eigenvalue), scaled well: 3.4e-11 hartree
layer 15 bohr: propagator norm length 4.122e+02, velocity 1.0645
layer 30 bohr: propagator norm length 7.453e+05, velocity 1.0710
log-norm growth per layer length 0.5000, |dA| sin(theta) 0.5000 1/bohr
Volkov packet, t = 20.11 a.u., shift 1.348 bohr
max error in layer 1.8e-04, max |phi| in layer 0.1491 (bohr^-1/2)
10 bohr deep: scaled |phi| 1.618e-03, unscaled |psi| 1.090e-01 (bohr^-1/2)
pulse: A0 = 1.0 a.u., omega = 0.5 hartree, 4 cycles, T = 50.27 a.u., dt = 0.0251 a.u.
ground energy -0.47761 hartree = -12.996 eV; |scaled - unscaled| 6.2e-12 hartree
probability outside R0 after pulse, unscaled box: 0.9559
inner difference of the two gauges, unscaled box: 1.8e-03
ECS velocity, added error 0e+00: inner error 2.18e-04, peak norm 1.00e+00
ECS velocity, added error 1e-10: inner error 2.18e-04, peak norm 1.00e+00
ECS length, added error 0e+00: inner error 3.37e-04, peak norm 1.00e+00
ECS length, added error 1e-10: inner error 3.13e+18, peak norm 2.45e+28
```
